# Conserved Current Through Planes Cutting Ultrasoft Projector Spheres at Fixed Energy, part 2

Hartree atomic units are used, $\hbar=m_e=e=1$; $\mathbf r=(\boldsymbol\rho,z)$, and a prime denotes $\partial/\partial z$. We seek the flux along $z$ through one lateral cell for $H\psi=ES\psi$, with

$$H=-\tfrac12\nabla^2+V+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

$V$ is real; $D,q$ are Hermitian and atom-block-diagonal; each $\beta_i$ vanishes outside its atom's sphere. States have real lateral Bloch vector $\mathbf k_\parallel$, and $\tilde\beta_i(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k_\parallel\cdot\mathbf R}\beta_i(\mathbf r-\mathbf R)$ over lateral lattice vectors $\mathbf R$. Define $W(\varepsilon)=D-\varepsilon q$, with $W=W(E)$ unless stated, and

$$f_{ki}=\int_{\rm cell}\!d^2\rho\,\tilde\beta_i^*\psi_k,\quad a_{ki}=\int_{-\infty}^{z_0}\!f_{ki}\,dz,\quad b_{ki}=\int_{z_0}^{\infty}\!f_{ki}\,dz,\quad c=a+b,$$

$$I^0_{kl}=\frac1{2i}\int_{\rm cell}\!d^2\rho\,\big[\psi_k^*\psi_l'-\psi_k'^*\psi_l\big],\quad \rho_{kl}=\int_{\rm cell}\!d^2\rho\,\psi_k^*\psi_l,$$

$$I^{\varepsilon}_{kl}(z)=I^0_{kl}(z)+i\big[a_k^\dagger W(\varepsilon)b_l-b_k^\dagger W(\varepsilon)a_l\big].\tag{1}$$

Lemmas 1 and 2 differentiate the two terms of (1); Lemma 3 adds them:

$$\frac{dI^\varepsilon_{kl}}{dz}=-i(E_k-E_l)\rho_{kl}-i\big[(\varepsilon-E_l)f_k^\dagger qc_l-(\varepsilon-E_k)c_k^\dagger qf_l\big].\tag{4}$$

**Theorem 1.** At common real $E$, $I_{kl}\equiv I^E_{kl}(z_0)$ is independent of $z_0$, with diagonal

$$I=\int_{\rm cell}\!d^2\rho\,\mathrm{Im}(\psi^*\psi')-2\,\mathrm{Im}\sum_{ij}(D_{ij}-Eq_{ij})\,a_i^*b_j.\tag{5}$$

The first term is the local flux. Weight $D$ alone gives

$$I^{\varepsilon=0}(z_0)=I-2E\,\mathrm{Im}\,a^\dagger q\,b.\tag{6}$$

For real $E_k\neq E_l$, $\bar E=\tfrac12(E_k+E_l)$, $z_0<z_1$ and $p=\int_{z_0}^{z_1}f\,dz$,

$$I^{\bar E}_{kl}(z_0)-I^{\bar E}_{kl}(z_1)=i(E_k-E_l)\Big[\int_{z_0}^{z_1}\!\rho_{kl}\,dz+\tfrac12\big(p_k^\dagger qc_l+c_k^\dagger qp_l\big)\Big].\tag{7}$$

The bracket is $\langle\psi_k|\tfrac12(PS+SP)|\psi_l\rangle$, $P$ projecting on the slab.

**Theorem 2** (period $d$ along $z$, Bloch wave numbers $k$). (i) At a common real energy, $I_{kl}=0$ unless $k_l=k_k^*$ modulo $2\pi/d$. (ii) On a nondegenerate branch $E(k)$, differentiable (analytic for complex $k$), with $\bar k$ labelling the solution at $k^*$,

$$I_{\bar kk}=\frac{dE}{dk}\,\frac{N}{d},\qquad N=\int_{z_0}^{z_0+d}\!\rho_{\bar kk}\,dz+c_{\bar k,0}^\dagger\,q\,c_{k,0}.\tag{8}$$

Here $c_{k,0}$ holds one cell's full projections; for real $k$, $\bar k=k$ and $N$ is the $S$-norm per cell.

**Remark 5.** At equal real $k$, definite-velocity states solve $\sum_l I_{kl}v_l=(1/d)(dE/dk)\sum_l N_{kl}v_l$, with $N_{kl}$ the $S$-overlap per cell; they diagonalize $I$ and $N$ together.

**Remark 3.** $V\to V+s$, $D\to D+sq$ moves $E$ to $E+s$. With $D$ fixed, the first-order shift is $s\langle\psi|\psi\rangle/\langle\psi|S|\psi\rangle$.

**Corollary 2.** Let $\psi_n$ be the state at energy $E$ with unit flux incident from $z\to-\infty$ in open channel $n$, with transmitted and reflected amplitudes $t_{mn}$, $r_{mn}$ on unit-flux channels. Then at each plane $I_{nn'}=(t^\dagger t)_{nn'}=\delta_{nn'}-(r^\dagger r)_{nn'}$.

*Proof.* Take first free leads, with $V=0$ and no projectors. The transverse plane waves are orthonormal on the cell, so $I^0$ is a sum over channels. In an open channel $\psi_n=(A_ne^{i\kappa z}+B_ne^{-i\kappa z})/\sqrt\kappa$ with $\kappa>0$, and with $u=e^{2i\kappa z}$,

$$\psi_n^*\psi_{n'}'=i\big[A_n^*A_{n'}-B_n^*B_{n'}-A_n^*B_{n'}u^*+B_n^*A_{n'}u\big],$$

$$\psi_n'^*\psi_{n'}=-i\big[A_n^*A_{n'}-B_n^*B_{n'}+A_n^*B_{n'}u^*-B_n^*A_{n'}u\big].$$

Their difference divided by $2i$ is $A_n^*A_{n'}-B_n^*B_{n'}$. A closed channel contains the decaying exponential alone, $\psi'=\mp\gamma\psi$ with $\gamma$ real, and contributes nothing. On the right $A=t_{mn}$, $B=0$; on the left $A=\delta_{mn}$, $B=r_{mn}$. Theorem 1 equates both values with $I_{nn'}$ at any plane in between. For crystalline leads the channels are Bloch states normalized to $I_{kk}=\pm1$ by (5). Cross terms between different real $k$ vanish by Theorem 2(i). Among distinct states with the same real $k$ the channels are the states of definite velocity, the generalized eigenvectors of $I_{kl}$ and $N_{kl}$ (Remark 5), so their cross terms vanish by construction. Evanescent states in one lead all decay away from the scatterer and share the sign of $\mathrm{Im}\,k$, so for any pair containing one of them $k_l-k_k^*$ is not real and the element vanishes too. $\square$

In the Landauer picture (independent electrons, linear response, zero temperature, spin degeneracy, $E$ the Fermi energy) the conductance per cell at one $\mathbf k_\parallel$ is $(2e^2/h)\,\mathrm{Tr}\,t^\dagger t$. The physical conductance of a periodic layer is its average over the lateral Brillouin zone.

## Lattice form

**Theorem 3.** Let $K=H-ES$ be a Hermitian matrix of finite range on sites ordered along $z$, and let $L$ and $R$ be the sites below and above a cut. For solutions of $K\psi=0$,

$$I_{kl}=i\sum_{i\in L,\,j\in R}\big[\psi_{ki}^*K_{ij}\psi_{lj}-\psi_{kj}^*K_{ji}\psi_{li}\big],\qquad I_{kk}=-2\,\mathrm{Im}\,\psi_L^\dagger K_{LR}\psi_R,$$

is independent of the cut.

*Proof.* Move site $m$ from $R$ to $L$. The sum gains the pairs $(m,j)$, $j\in R\setminus m$, with terms $\psi_{km}^*K_{mj}\psi_{lj}-\psi_{kj}^*K_{jm}\psi_{lm}$. It loses the pairs $(j,m)$, $j\in L$, whose terms are the negative of the same expression. The change is this expression summed over all $j\neq m$, and its $j=m$ term is zero and may be added. The total is $\psi_{km}^*(K\psi_l)_m-(K\psi_k)_m^*\psi_{lm}=0$. $\square$

In a nonorthogonal tight-binding model the bond weight is therefore $H_{ij}-ES_{ij}$. For a one-dimensional grid of step $h$ with real projectors, put $\psi_m=\sqrt h\,\psi(z_m)$, $B_{im}=\sqrt h\,\beta_i(z_m)$ and $\tau=1/(2h^2)$. The kinetic element $K_{m,m+1}=-\tau$ gives $2\tau\,\mathrm{Im}\,\psi_m^*\psi_{m+1}=h^{-1}\mathrm{Im}\,\psi^*(z_m)\psi(z_m+h)$, which tends to $\mathrm{Im}\,\psi^*\psi'$. The projector part $B^TWB$ gives $-2\,\mathrm{Im}\,a^\dagger Wb$ with $a=\sum_{m\in L}B_m\psi_m$ and $b=\sum_{m\in R}B_m\psi_m$, the discrete form of (5).

Attach free leads to sites $1$ and $M$, beyond which the projectors vanish. There $\psi_m\propto e^{\pm im\theta}$ with $E=2\tau(1-\cos\theta)$, and a unit amplitude carries flux $\Gamma=2\tau\sin\theta$. On the right $\psi_{M+1}=e^{i\theta}\psi_M$. On the left, with incoming amplitude $A$ at site 1, $\psi_0=Ae^{-i\theta}+(\psi_1-A)e^{i\theta}=e^{i\theta}\psi_1-2iA\sin\theta$. Rows $1$ and $M$ read $(K_{\rm box}\psi)_1=\tau\psi_0$ and $(K_{\rm box}\psi)_M=\tau\psi_{M+1}$. With $\Sigma=-\tau e^{i\theta}$ on both end sites they become $[(-K_{\rm box}-\Sigma)\psi]_m=i\Gamma A\,\delta_{m1}$. So $\psi_m=i\Gamma A\,\mathcal G_{m1}$ with $\mathcal G=(-K_{\rm box}-\Sigma)^{-1}$. Unit incident flux means $\Gamma|A|^2=1$, and the outgoing flux $\Gamma|\psi_M|^2=\Gamma^2|\mathcal G_{M1}|^2$ is the Caroli transmission. By Theorem 3 it equals the cut current everywhere in the box.

## Worked example: a buckled layer in vacuum

The parameters are round model values. The square cell has side $6$ bohr and area $\mathcal A$, $V=0$, and the atoms sit at $(0,0,-1)$ and $(3,3,1)$ bohr. Each carries $N_s\,g$, $N_p\,z\,g$ and $N_p\,x\,g$, in coordinates relative to the atom, with $g=(1-r^2/r_c^2)^4$, $r_c=2$ bohr, and normalization constants $N_s=0.79433$ bohr$^{-3/2}$, $N_p=1.82004$ bohr$^{-5/2}$. The coefficients are $D_{ss}=-0.3$, $D_{pp}=-0.4$, $D_{sz}=+0.2$ Ha on atom 1 and $-0.2$ Ha on atom 2, $q_s=0.5$, $q_p=0.8$. At $E=0.75$ Ha ($20.41$ eV),

$$W_{ss}=-0.3-0.75\cdot0.5=-0.675\ \text{Ha},\quad W_{pp}=-0.4-0.75\cdot0.8=-1.000\ \text{Ha},\quad W_{sz}=\pm0.2\ \text{Ha}.$$

Expand $\psi=\sum_g\psi_g(z)e^{i\mathbf q_g\cdot\boldsymbol\rho}/\sqrt{\mathcal A}$ with $\mathbf q_g=\mathbf k_\parallel+\mathbf g$ and $\mathbf k_\parallel=(0.2,0)$ bohr$^{-1}$, and expand $\tilde\beta_i$ likewise with coefficients $\beta_{ig}(z)$. The equation becomes $-\tfrac12\psi_g''-\tfrac12\kappa_g^2\psi_g+\sum_i\beta_{ig}(Wc)_i=0$, with $\kappa_g^2=2E-q_g^2$ and $\kappa_g$ positive or positive imaginary. The function $(i/\kappa)e^{i\kappa|z-z'|}$ solves the free equation away from $z'$, and its slope jumps by $(i/\kappa)(2i\kappa)=-2$, so $-\tfrac12\partial_z^2$ produces $+\delta(z-z')$. With $u_{ig}$ its convolution with $\beta_{ig}$, the solution is $\psi=\psi^{\rm in}-\sum_iu_i(Wc)_i$. Projecting on $\beta_j$ gives the six linear equations $(1+\mathcal MW)c=\langle\beta|\psi^{\rm in}\rangle$, $\mathcal M_{ji}=\sum_g\int\beta_{jg}^*u_{ig}\,dz$. The proofs of Lemmas 1 to 3 hold for any finite set of $g$, since $f_i=\sum_g\beta_{ig}^*\psi_g$ takes the place of the plane integral. Here 169 channels are kept.

Four channels are open. For $\mathbf g=0$, $\kappa=\sqrt{1.5-0.04}=1.20830$ bohr$^{-1}$; the others have $0.88445$, $0.60281$ and $0.60281$ bohr$^{-1}$. For incidence in the first, the amplitudes outside the layer give $T=0.904438$ and $R=0.095562$, with $T+R=1$. All fluxes in this example are relative to unit incident flux.

The plane $z_0=0$ cuts both spheres. With $\mathrm{Im}\,a^*b=\mathrm{Re}\,a\,\mathrm{Im}\,b-\mathrm{Im}\,a\,\mathrm{Re}\,b$, the $s$ projector of atom 1, $a=0.34620-0.01373i$ and $b=0.02025+0.03319i$ Ha$^{-1/2}$, gives $0.011490+0.000278=0.011768$ Ha$^{-1}$. The other printed $a_i,b_i$ give in the same way, in Ha$^{-1}$:

| product | atom 1 | atom 2 |
|---|---|---|
| $ss$ | $0.011768$ | $0.005269$ |
| $zz+xx$ | $-0.000990$ | $0.009409$ |
| $sz+zs$ | $0.031401$ | $-0.017959$ |

Since $W$ is real, $\mathrm{Im}\,a^\dagger Wb$ is the weighted sum of these entries:

$$\text{atom 1: }-0.007943+0.000990+0.006280=-0.000673,$$

$$\text{atom 2: }-0.003557-0.009409+0.003592=-0.009374 .$$

Multiplication by $-2$ gives $0.00135$ and $0.01875$, in agreement with the computed $0.001346$ and $0.018752$ within the rounding of $a$ and $b$. With the local flux $0.884339$, equation (5) gives $0.884339+0.001346+0.018752=0.90444=T$. For the weight $D$, equation (6) needs $\mathrm{Im}\,a^\dagger qb=0.5\cdot0.017037+0.8\cdot0.008419=0.015254$ Ha$^{-1}$. The shift is $-1.5\cdot0.015254=-0.02288$, and the result $0.88156$ matches the computed $0.881554$.

| $z_0$ (bohr) | local | correction | sum | weight $D$ |
|---|---|---|---|---|
| $-1$ | $0.978389$ | $-0.073951$ | $0.904438$ | $0.949784$ |
| $0$ | $0.884339$ | $+0.020098$ | $0.904438$ | $0.881554$ |
| $+1$ | $0.904181$ | $+0.000257$ | $0.904438$ | $0.902110$ |

At $z_0=\pm1$ bohr the plane passes through the centre of one atom and touches the other sphere, which contributes zero. The correction takes both signs and differs greatly in size between the two centres. At $z_0=0$ and $+1$ bohr the weight $D$ lies farther from $T$ than the uncorrected local flux does. Over the grid of planes, the local flux departs from $T$ by at most $0.0758$ and the $D$-weighted flux by at most $0.0457$, while all elements of the $4\times4$ matrix $I_{nn'}(z_0)$ agree with $t^\dagger t$ within $6.2\times10^{-11}$. The four transmissions add to $0.904438+0.599952+2\cdot0.672798=2.84999$, against $2.85001$ with 81 channels. With $2e^2/h=77.481\ \mu$S the conductance per cell at this $\mathbf k_\parallel$ is $2.8500\cdot77.481=220.8\ \mu$S.

## The chain and the lattice in numbers

A one-dimensional chain with $d=3$ bohr, $V=-0.3\cos(2\pi z/d)$ Ha and three real projectors of radius $2$ bohr has $2r_c>d$, so the supports overlap and cover the axis. The projectors are $g$, $z^2g$ and $zg$ with $g=(1-z^2/r_c^2)^4$, each normalized to one; $D_{11}=-0.3$, $D_{12}=0.1$, $D_{22}=-0.2$, $D_{33}=0.2$, $D_{23}=0$ Ha, and the nonzero elements of $q$ are $q_{11}=0.5$, $q_{12}=q_{21}=0.1$, $q_{22}=0.3$, $q_{33}=0.4$. The coefficient $D_{13}=0.1+0.05i$ Ha is complex on purpose. For real symmetric $W$ the partner of $\psi_k$ is $\psi_k^*$, and then $\psi^*\psi'^*-\psi'^*\psi^*$ and $a^\dagger Wb^*-b^\dagger Wa^*$ each vanish identically, so Theorem 2(i) could not fail. At $k=0.6$ bohr$^{-1}$ with $N=1$, the lowest band has a finite-difference slope $0.319876$ Ha bohr, and (8) gives $0.319876/3=0.106625$ Ha, which (5) reproduces on seven planes where the local part ranges from $0.0807$ to $0.1044$ Ha. The second band gives $-1.083924/3=-0.361308$ Ha. The smooth part of the norm of the lowest state is $0.57139$, so Remark 3 predicts a first-order shift $0.2\cdot0.57139=0.1143$ Ha for $s=0.2$ Ha at fixed $D$; the computed shift is $0.1142$ Ha, and it is $0.2000$ Ha when $D$ moves with $V$.

The state of equal energy lies at $k'=-0.531620$ bohr$^{-1}$. Its cross element with $k$ is of order $10^{-11}$ Ha, while the local part alone reaches $0.0169$ Ha in modulus. The evanescent state at $E=-0.197272$ Ha, $k=0.03877+0.39160i$ bohr$^{-1}$, has $I_{kk}$ of order $10^{-10}$ Ha against a local part up to $0.0287$ Ha. Both sides of (8) for the conjugate pair have modulus $0.154911$ Ha at unit plane-wave norm, and both sides of (7) have modulus $0.163627$ Ha for two states at $-0.050299$ and $1.260132$ Ha between the planes $0.4$ and $2.3$ bohr.

Two such atoms at $\pm1.5$ bohr in vacuum transmit $T=0.421563$ at $E=0.5$ Ha in the continuum. The Caroli values at $h=0.05$ and $0.025$ bohr are $0.421499$ and $0.421547$, with errors of $-6.4\times10^{-5}$ and $-1.6\times10^{-5}$ against the continuum value, in the ratio $4.000$ of an $h^2$ law. The cut current equals the Caroli value at all cuts to about $10^{-14}$, while the hopping part alone falls to $0.28415$. The numerical check that follows asserts these agreements at looser tolerances than the printed residuals: $10^{-6}$ Ha for (8), $10^{-7}$ Ha for (7) and the vanishing elements, $10^{-9}$ for the cut current, and an error ratio between $3.5$ and $4.5$. For the shift at fixed $D$ it asserts only a departure from $s$; the comparison with the first-order estimate is made here from the printed numbers.

## Computed values

```
A: a=6.0 bohr, rc=2.0 bohr, atoms (0,0,-1),(3,3,1) bohr, kpar_x=0.2 1/bohr
A: E=0.75 Ha = 20.4085 eV; grid step 0.005 bohr; channels 169
A: D_ss=-0.3, D_pp=-0.4, D_sz=+-0.2 Ha; q_s=0.5, q_p=0.8
A: W_ss=-0.6750, W_pp=-1.0000, W_sz(atom1)=0.2000 Ha
A: N_s=0.79433 bohr^-3/2, N_p=1.82004 bohr^-5/2
A: open kz (1/bohr): 1.20830 0.88445 0.60281 0.60281
A: T per incident channel: 0.904438 0.599952 0.672798 0.672798
A: channel 1: T=0.904438, R=0.095562 (unit incident flux)
A: z0=-1 bohr local=0.978389 atom1=-0.073951 atom2=-0.000000 sum=0.904438 D-only=0.949784
A: z0=+0 bohr local=0.884339 atom1=+0.001346 atom2=+0.018752 sum=0.904438 D-only=0.881554
A: z0=+1 bohr local=0.904181 atom1=-0.000000 atom2=+0.000257 sum=0.904438 D-only=0.902110
A: z0=0 s1: a=0.34620-0.01373j b=0.02025+0.03319j (Ha^-1/2)
A: z0=0 pz1: a=0.26798+0.45519j b=0.05363+0.08951j (Ha^-1/2)
A: z0=0 px1: a=-0.29964-0.09793j b=-0.00840-0.00086j (Ha^-1/2)
A: z0=0 s2: a=0.03254-0.00205j b=0.30876+0.14247j (Ha^-1/2)
A: z0=0 pz2: a=-0.08706+0.00641j b=-0.39314-0.08513j (Ha^-1/2)
A: z0=0 px2: a=0.01002+0.00232j b=0.56741+0.07923j (Ha^-1/2)
A: max|local-T|=0.07577, max|D-only-T|=0.04573
A: max|I_kl(z0)-t+t|=6.2e-11, unitarity error=8.1e-14
A: Tr t+t=2.849985 (81 channels: 2.850008)
A: 2e^2/h=77.4809 uS; G per cell at this kpar=220.819 uS
B: d=3.0 bohr, V=-0.3cos(2pi z/d) Ha, k=0.6 1/bohr, 81 plane waves
B: D (Ha) 11,12,13,22,33: -0.3 0.1 (0.1+0.05j) -0.2 0.2
B: q 11,12,22,33: 0.5 0.1 0.3 0.4
B: band 1: E=-0.050299 Ha, dE/dk=0.319876 Ha bohr, soft norm=0.57139, N=1.000000
B: band 1: I=0.106625, vN/d=0.106625, local 0.08066..0.10436, D-only spread 0.00214 (Ha)
B: band 2: E=0.952111 Ha, dE/dk=-1.083924 Ha bohr, soft norm=0.76332, N=1.000000
B: band 2: I=-0.361308, vN/d=-0.361308, local -0.35827..-0.30720, D-only spread 0.04996 (Ha)
B: shift V by 0.2 Ha: level moves 0.200000 Ha (D+s q), 0.114174 Ha (D fixed)
B: partner k'=-0.531620 1/bohr: max|I_kk'|=1.5e-11, local part 0.01690 Ha
B: evanescent E=-0.197272 Ha, k=0.03877+0.39160j 1/bohr
B: evanescent max|I_kk|=9.7e-11, local part 0.02869 Ha
B: pair |I_k*,k|=0.154911, |dE/dk N/d|=0.154911 Ha (unit PW norm)
B: unequal energies E1=-0.050299, E2=1.260132 Ha (band 2, k=0.35), planes 0.4,2.3 bohr
B: |I(za)-I(zb)|=0.163627, |(E1-E2)<{S,P}/2>|=0.163627 Ha
C: E=0.5 Ha, atoms at -+1.5 bohr, continuum T=0.421563
C: h=0.05 bohr: Caroli T=0.421499, max|cut-T|=6.3e-15, hopping part 0.28415..0.42150
C: h=0.025 bohr: Caroli T=0.421547, max|cut-T|=1.6e-14, hopping part 0.28415..0.42155
C: error ratio=4.000, Richardson T=0.421563
```
